# Latching a Threshold Selector in Series with a Memory Resistance

## Problem

A cell of a crossbar array consists of a threshold selector in series with a memory element. The selector has two branches of current against voltage. It starts on a branch of very small current, fires when its voltage reaches the threshold voltage $V_{th}$, and then conducts well. The conducting branch ends at the hold point, with voltage $V_h=0.8$ V and current $I_h=10$ µA. If the current falls below $I_h$, the selector returns to the off branch.

A short pulse fires the selector, after which the supply is lowered to a steady $V=1.5$ V. The selector is called latched if it then remains in a stationary conducting state.

(a) For which series resistances $R$ does the selector stay latched? Does the answer depend on the slope resistance $r_{on}$ of the conducting branch?

(b) The memory has a low-resistance state of 20 kΩ and a high-resistance state of 1000 kΩ. Find the current at 1.5 V in each state, and the smallest supply that keeps the low-resistance cell latched.

(c) How does the limit on $R$ change if the hold point is 0.85 V and 12 µA, and how does it change when the wires of the array and the leakage of the other cells are included?

(d) The high-resistance state is often non-ohmic. Find the limit on its low-voltage resistance $R_0$ if the memory obeys $I=(V_0/R_0)\sinh(V_m/V_0)$, where $V_m$ is the memory voltage and $V_0=0.30$ V.

Use these round model values: $V_{th}=1.8$ V, $r_{on}=2.0$ kΩ, a capacitance $C=10$ fF across the selector, and a firing pulse of 2.2 V lasting 40 ns. The off branch is $I_{off}(v)=I_0\sinh(v/v_0)$ with $I_0=0.10$ nA and $v_0=0.25$ V. Except in part (d), the memory is ohmic.

## Solution

### (a) The latching limit

In a stationary state no current flows into the capacitance, so the selector and the memory carry the same current $I$. Their voltages add up to the supply voltage:

$$V=V_{on}(I)+RI .$$

Here $V_{on}(I)$ is the selector voltage on the conducting branch, and $R$ is the total series resistance. For the moment the memory provides all of it.

A latched selector must satisfy $I\ge I_h$, because the branch does not exist at smaller currents. Assume also that the branch nowhere lies below its end point in voltage, so that $V_{on}(I)\ge V_h$. Replacing both terms on the right by their smallest values gives

$$V\ge V_h+RI_h .$$

Subtracting $V_h$ and dividing by the positive current $I_h$ gives

$$R\le R_{max}=\frac{V-V_h}{I_h}
=\frac{1.5\ \text{V}-0.8\ \text{V}}{10\ \text{µA}}=70\ \text{kΩ}.$$

The numerator is the voltage left for the memory, 0.70 V. Dividing the whole supply voltage by $I_h$ would give 150 kΩ, which leaves nothing for the selector.

This shows that a larger resistance cannot keep the selector latched. It remains to show that a smaller one does. Take a straight conducting branch that starts at the hold point:

$$V_{on}(I)=V_h+r_{on}(I-I_h).$$

Insert it into the voltage equation and collect the terms in $I$:

$$V=V_h-r_{on}I_h+(R+r_{on})I,$$

$$I=\frac{V-V_h+r_{on}I_h}{R+r_{on}} .$$

To compare this current with the hold current, subtract $I_h=(R+r_{on})I_h/(R+r_{on})$. The terms $r_{on}I_h$ cancel:

$$I-I_h=\frac{V-V_h-RI_h}{R+r_{on}} .$$

The denominator is positive, so the sign is that of $V-V_h-RI_h$. The on-resistance changes the size of the current margin but not the resistance at which the margin vanishes.

A stationary state must also be reached without passing below the hold point on the way. Let $v$ be the selector voltage and $u=v-V_h$ its height above the hold voltage. The current arriving through the memory, minus the current through the selector, charges the capacitance:

$$C\frac{du}{dt}=\frac{V-V_h-u}{R}-I_h-\frac{u}{r_{on}} .$$

This is a linear equation with a constant source term. Its stationary value $u_*$ follows from setting the left side to zero, and its solution from an initial value $u_0$ is

$$u(t)=u_*+(u_0-u_*)e^{-t/\tau},$$

$$u_*=\frac{r_{on}(V-V_h-RI_h)}{R+r_{on}},\qquad
\tau=\frac{CRr_{on}}{R+r_{on}} .$$

For $t\ge0$ the solution is a weighted average of $u_0$ and $u_*$, with the positive weights $e^{-t/\tau}$ and $1-e^{-t/\tau}$. A selector that is on starts with $u_0\ge0$. If $R<R_{max}$, then $u_*>0$ and $u$ never becomes negative, so the selector stays on. If $R>R_{max}$, then $u_*<0$, $u$ passes through zero after a finite time, and the selector switches off.

At $R=R_{max}$ the operating point is the hold point itself. This state has no margin against any disturbance, so the practical condition is

$$R<70\ \text{kΩ}.$$

A time-stepped simulation of the circuit, with the given pulse followed by 20 ns at 1.5 V, locates the boundary between latching and dropping out at 70.00 kΩ, in agreement with the formula.

On a graph of current against selector voltage, the load line $I=(V-v)/R$ pivots about the point $v=1.5$ V, $I=0$. Raising $R$ flattens the line until it meets the conducting branch only at its end. Raising it further removes the intersection.

Two limits show what sets the result. As $V$ approaches $V_h$ from above, $R_{max}$ goes to zero, because no voltage is left to drive current through the memory. As $I_h$ goes to zero at fixed $V>V_h$, $R_{max}$ grows without bound. The supply matters strongly: at a fixed hold point, $dR_{max}/dV=1/I_h=100$ kΩ/V, so a supply that is 0.1 V too low costs 10 kΩ.

The assumption about the shape of the branch is needed. Suppose that the selector voltage first falls as the current rises above $I_h$:

$$V_{on}=V_h-(0.2\ \text{V})\left[1-e^{-(I-I_h)/(1\ \text{µA})}\right].$$

The largest resistance for which the voltage equation has a solution with $I\ge I_h$ is then 75.1 kΩ. The extra voltage available to the memory more than pays for the extra current. This is a statement about the existence of a stationary point, not about its stability. With the capacitance across the selector, $C\,dv/dt=(V-v)/R-I(v)$, a point on a branch of negative slope is stable only if $1/R+1/V_{on}'>0$, that is if $|V_{on}'|>R$, where $V_{on}'=dV_{on}/dI$. For this branch a stable point exists only between 70 and 75.1 kΩ; below 70 kΩ the single intersection is unstable in this circuit. The proof that $R<R_{max}$ gives latching therefore relies on the positive slope $r_{on}$.

### (b) The two memory states and the smallest supply

**Low-resistance state.** Since 20 kΩ is below the limit, the selector stays latched. The current is

$$I=\frac{0.70\ \text{V}+(2.0\ \text{kΩ})(10\ \text{µA})}{20\ \text{kΩ}+2.0\ \text{kΩ}}
=\frac{0.72\ \text{V}}{22\ \text{kΩ}}=32.7\ \text{µA}.$$

The selector voltage is $0.8\ \text{V}+(2.0\ \text{kΩ})(22.7\ \text{µA})=0.845$ V. The memory takes the remaining 0.655 V.

Solving the latching condition for the voltage instead of the resistance gives the smallest holding supply:

$$V_{min}=V_h+RI_h=0.8\ \text{V}+(20\ \text{kΩ})(10\ \text{µA})=1.00\ \text{V}.$$

The supply of 1.5 V therefore has a margin of 0.5 V for this cell.

**High-resistance state.** If the selector sat at its hold voltage, the memory would pass only

$$\frac{0.70\ \text{V}}{1000\ \text{kΩ}}=0.70\ \text{µA},$$

which is far below 10 µA. The selector drops out. On the off branch its stationary voltage obeys

$$V=v+RI_0\sinh(v/v_0).$$

The right side rises steadily with $v$, so there is one solution. Numerically it is $v=1.481$ V, with a current of 18.7 nA. As a check, this current produces 0.019 V across 1000 kΩ, and the two voltages add up to 1.500 V. Because 1.481 V is below the threshold of 1.8 V, the selector stays off.

The ratio of the two read currents is about 1750, although the memory resistances differ by a factor of 50. In the high-resistance cell almost all the voltage lies across the selector, so its leakage, and not the memory resistance, sets the small current.

**The firing pulse.** To bring the off selector to its threshold, a steady source must supply $V_{th}$ and also the voltage that the leakage drops across the memory. For 1000 kΩ this is

$$V_{th}+RI_{off}(V_{th})=1.867\ \text{V},$$

so 2.2 V is sufficient if the pulse lasts long enough. With leakage neglected, the capacitance charges with the time constant $RC=10$ ns. From zero, the selector reaches 1.8 V after

$$(10\ \text{ns})\ln\frac{2.2}{2.2-1.8}=17\ \text{ns}.$$

It fires, discharges the capacitance to 0.8 V within a small fraction of a nanosecond, and drops out, because the memory cannot supply the hold current. Recharging from 0.8 V takes

$$(10\ \text{ns})\ln\frac{2.2-0.8}{2.2-1.8}=12.5\ \text{ns}.$$

The second firing comes at about 30 ns (with leakage included, the firings are at 17.6 and 30.8 ns), and a third would come after the end of the pulse at 40 ns. The simulation indeed shows two firings during the pulse and none at 1.5 V.

In this model the threshold is fixed, and a threshold above the steady supply ensures that a dropped selector remains off. In a real threshold switch the threshold can be reduced for some time after conduction, so it must also recover before the selector voltage reaches it. With a threshold of 1.2 V and $R=100$ kΩ, the selector cannot latch at 1.5 V, but it can recharge to its threshold. The simulation then gives 21 firings in 20 ns. The recharging time explains most of this period of nearly 1 ns:

$$(1\ \text{ns})\ln\frac{1.5-0.8}{1.5-1.2}=0.85\ \text{ns}.$$

The discharge through the selector supplies the rest. As the selector voltage moves between 0.8 V and 1.2 V, the memory current $(V-v)/R$ moves between 7 and 3 µA. An averaging measurement does not resolve the pulses and could mistake this for a steady conducting state, but a mean current below the hold current of 10 µA shows that the selector is not latched.

### (c) Hold-point spread, wires and leakage

For the less favourable hold point, with the supply unchanged,

$$R_{max}=\frac{1.5\ \text{V}-0.85\ \text{V}}{12\ \text{µA}}=54.2\ \text{kΩ}.$$

This is 23% below 70 kΩ. The higher hold voltage alone would give 65 kΩ and the higher hold current alone 58 kΩ, so the current has the larger effect here. If every selector in an array lies between the two hold points in both voltage and current, 54.2 kΩ is the limit that serves them all.

Now restore the hold point of 0.8 V and 10 µA. Let the selected row be at $V$, the selected column at zero, and all other lines at $V/2$. The selected row and column each have $n=1024$ cells, and the cell of interest is at the far end of both. Each of the other $n-1$ cells on these lines has about 0.75 V across it and leaks

$$I_{leak}=(0.10\ \text{nA})\sinh(0.75/0.25)=1.00\ \text{nA}.$$

The voltage across the memories of these cells is neglected, and the leakage is taken as the same all along the line.

The two wires are alike and together have the resistance $R_w=2.0$ kΩ. As the leakage drops on the row and on the column are equal, they can be combined into the drop on one line of resistance $R_w$ with $n-1$ leaking cells. Divide this line into $n$ equal segments, numbered from the supply. Segment $j$ carries the selected cell's current $I$ and the leakage of the $n-j$ leaking cells beyond it. The total voltage drop is

$$\sum_{j=1}^{n}\frac{R_w}{n}\left[I+(n-j)I_{leak}\right]
=R_wI+\frac{n-1}{2}I_{leak}R_w ,$$

where $\sum_{j=1}^{n}(n-j)=n(n-1)/2$ has been used. At the limit $I=I_h$, the voltage equation becomes

$$V=V_h+(R+R_w)I_h+\frac{n-1}{2}I_{leak}R_w .$$

Solving for the memory resistance gives

$$R_{max}=\frac{V-V_h-\frac{n-1}{2}I_{leak}R_w}{I_h}-R_w .$$

Without leakage the limit is $70-2=68.0$ kΩ: wire resistance takes its share of the total one for one. The leakage drop at 300 K is 1.02 mV, which lowers the limit to 67.9 kΩ. If the leakage has an activation energy of 0.40 eV, it rises to 12.3 nA at 358 K. The drop is then 12.6 mV and the limit 66.7 kΩ. Because the drops along the wires slightly reduce the voltage on the leaking cells, leakage computed from the local voltage raises this value by about 0.1 kΩ. This comparison holds the hold point fixed, so it gives the effect of leakage alone and not the full effect of temperature.

### (d) A non-ohmic memory

The latching argument fixes a voltage and a current: with 0.70 V across it, the memory must pass at least 10 µA. For an ohmic element this is a condition on $R$. For the sinh law it reads

$$\frac{V_0}{R_0}\sinh\frac{V-V_h}{V_0}\ge I_h .$$

Multiplying by $R_0$ and dividing by $I_h$ gives

$$R_0\le\frac{V_0}{I_h}\sinh\frac{V-V_h}{V_0}
=(30\ \text{kΩ})\sinh(2.33)=153\ \text{kΩ}.$$

For small voltages $\sinh x\approx x$, so $R_0$ is the resistance found in a low-voltage measurement. The limit is more than twice 70 kΩ because this memory conducts better at 0.70 V than at low voltage. The ratio $V_m/I$ at the limit is still 70 kΩ. The 70 kΩ limit therefore applies to the ratio $V_m/I$ taken at $V_m=V-V_h$, here 0.70 V, and not to the low-voltage resistance.

A high-resistance state with $R_0=1000$ kΩ has $V_m/I=457$ kΩ at 0.70 V, so it still fails to latch at 1.5 V. During the 2.2 V pulse the memory has 1.4 V across it when the selector is at $V_h$. The ratio is then 88 kΩ, below the limit of $1.4\ \text{V}/10\ \text{µA}=140$ kΩ for that supply. This cell can latch during the pulse and drops out when the supply is lowered, whereas the ohmic cell of part (b) fires repeatedly.

### Comparison with real cells

The parameters are in the rough range of a chalcogenide threshold switch in series with a phase-change memory: thresholds of one to a few volts, hold voltages near one volt, and memory resistances from some kilohms to megohms. Real devices break the assumption of a fixed hold point, which varies between devices and can depend on temperature and on the circuit. Their conducting branch can also have a negative slope near the hold point, and then $R<R_{max}$ no longer guarantees a stable latched state. The shift assumed in part (c) moves the limit from 70 to 54.2 kΩ. The amorphous state of a phase-change memory is also non-ohmic, which in the model of part (d) moves the limit on the low-voltage resistance to 153 kΩ.

The memory itself must not switch. For an amorphous layer 40 nm thick, 0.70 V gives a field of 0.175 MV/cm and 1.4 V gives 0.35 MV/cm, both below an assumed switching field of 0.5 MV/cm. This value is rough and depends on the material; at this field a layer thinner than 28 nm would already switch at 1.4 V. An abrupt pulse is less safe: in this circuit the uncharged selector capacitance first puts the full 2.2 V across the memory, or 0.55 MV/cm. A more gradual rise lowers this peak, because the selector capacitance charges during the rise. A thicker amorphous layer lowers the field at a given voltage.

## Table of computed values

```
supply voltage: 1.50 V
hold voltage: 0.80 V; hold current: 10.0 uA
memory voltage at the limit: 0.70 V
latching limit, formula: 70.00 kilohm
latching limit, simulated circuit: 70.00 kilohm
wrong limit if V_h is forgotten: 150.0 kilohm
limit if branch dips up to 0.2 V below V_h: 75.1 kilohm
selector threshold: 1.80 V; on-resistance: 2.0 kilohm
selector capacitance: 10 fF
leakage law: prefactor 0.10 nA, scale 0.25 V
firing pulse: 2.20 V for 40 ns
low memory resistance: 20 kilohm
high memory resistance: 1000 kilohm
low state, latched current: 32.73 uA
low state, selector voltage: 0.845 V
low state, minimum holding supply: 1.00 V
low state, minimum supply simulated: 1.000 V
high state, current if selector sat at V_h: 0.70 uA
high state, off current: 18.7 nA
high state, selector voltage when off: 1.481 V
high state, source voltage needed to fire: 1.867 V
high state, firings during pulse: 2
read current ratio low/high: 1749
refiring case: threshold 1.2 V, R 100 kilohm
refiring case: firings in 20 ns of hold: 21
bad hold point: 0.85 V, 12.0 uA
limit for bad hold point: 54.2 kilohm
cells per line: 1024; both wires: 2.0 kilohm
leakage activation energy: 0.40 eV
half-select leakage at 300 K: 1.00 nA
half-select leakage at 358 K: 12.3 nA
leakage voltage drop at 300 K: 1.02 mV
leakage voltage drop at 358 K: 12.6 mV
limit with wires, no leakage: 68.0 kilohm
limit in array at 300 K: 67.9 kilohm
limit in array at 358 K: 66.7 kilohm
memory nonlinearity scale: 0.30 V
low-voltage resistance limit, sinh memory: 153 kilohm
high state V/I at 0.7 V, sinh: 457 kilohm
high state V/I at 1.4 V, sinh: 88 kilohm
latching limit during firing pulse: 140 kilohm
amorphous thickness: 40 nm
memory field while firing: 0.350 MV/cm
memory field at hold limit: 0.175 MV/cm
rough memory switching field: 0.5 MV/cm
```
